# X-ray absorption from Im τ⁰⁰: atomic background and fine structure: a numerical check

```python
"""X-ray absorption of a core electron in a cluster of muffin-tin potentials.

Result under test (Hartree atomic units, real harmonics, E = k^2/2 = omega + E_c):
  sigma = 8 pi alpha omega k N_c sum_LL' M_L M_L' Im tau00_LL'/(sin d_l sin d_l')
        = sigma_0 (1 + chi),   sigma_0 = 8 pi alpha omega k N_c sum_L M_L^2
tau = (t^-1 - g)^-1, t_l = exp(i d_l) sin d_l, d_l = phase shift;
g re-expands outgoing waves i*h_l of one site in waves j_l about another;
M_L = <R_L| eps.r |core>, with R_l = cos(d_l) j_l - sin(d_l) y_l outside.
The independent road solves (E - H) psi = eps.r |core> for the whole cluster
in coupled channels about the absorber, with outgoing boundary conditions.
The cluster is collinear (z axis), so the azimuthal number m is conserved.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn, lpmv, gammaln

ALPHA = const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
CHARGE, R_ABS = 6.0, 2.0             # absorber potential strength and radius
DEPTH, R_WELL = 8.0, 1.2             # neighbour well depth and radius
POSITIONS = [0.0, 3.5, -4.0]         # sites on the z axis, absorber first
N_CORE = 2                           # electrons in the core level
DENSITY = 1.0e-4                     # absorbers per cubic bohr
L_MS = 10                            # highest l in multiple scattering
L_DIRECT = 36                        # highest l in the one-centre solution
OUTER_EDGES = [2.0, 2.3, 2.8, 3.5, 4.2, 4.7, 5.2]


def v_absorber(r):
    return np.where(r < R_ABS, -CHARGE / r * (1 - r / R_ABS)**2, 0.0)


def v_well(r):
    return np.where(r < R_WELL, -DEPTH * (1 - (r / R_WELL)**2)**2, 0.0)


def radial_mesh(edges, p=12):
    """Gauss-Lobatto finite elements: nodes, weights, integral of v'u'."""
    leg = Legendre.basis(p)
    x = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
    v = leg(x)
    w0 = 2 / (p * (p + 1) * v**2)
    gap = x[:, None] - x
    np.fill_diagonal(gap, 1.0)
    der = v[:, None] / v / gap
    np.fill_diagonal(der, 0.0)
    der[0, 0], der[-1, -1] = -p * (p + 1) / 4, p * (p + 1) / 4
    size = p * (len(edges) - 1) + 1
    r, w, stiff = np.zeros(size), np.zeros(size), np.zeros((size, size))
    for e in range(len(edges) - 1):
        half = (edges[e + 1] - edges[e]) / 2
        s = slice(e * p, e * p + p + 1)
        r[s] = edges[e] + half * (x + 1)
        w[s] += half * w0
        stiff[s, s] += der.T @ (w0[:, None] * der) / half
    return r, w, stiff


def without_origin(mesh):
    r, w, stiff = mesh
    return r[1:], w[1:], stiff[1:, 1:]


ABS_MESH = without_origin(radial_mesh([0.0, 1.0, 2.0]))
WELL_MESH = without_origin(radial_mesh([0.0, 0.6, 1.2]))


def bound_problem(l, mesh):
    """Eigenstates u(r) of the absorber with u = 0 at the last node."""
    r, w, stiff = (a[:-1] if a.ndim == 1 else a[:-1, :-1] for a in mesh)
    h = stiff / 2 + np.diag(w * (l * (l + 1) / (2 * r**2) + v_absorber(r)))
    root = np.sqrt(w)
    energy, vec = np.linalg.eigh(h / root[:, None] / root)
    return energy, np.vstack([vec / root[:, None], np.zeros(len(r))])


def radial_wave(l, k, potential, mesh):
    """Phase shift and r*R_l(r) with standing-wave normalization."""
    r, w, stiff = mesh
    a = stiff / 2 + np.diag(w * (l * (l + 1) / (2 * r**2) + potential(r) - k * k / 2))
    rhs = np.zeros(len(r))
    rhs[-1] = 0.5                    # unit slope at the sphere
    u = np.linalg.solve(a, rhs)
    b = r[-1]
    j, y = spherical_jn(l, k * b), spherical_yn(l, k * b)
    dj = j + k * b * spherical_jn(l, k * b, True)
    dy = y + k * b * spherical_yn(l, k * b, True)
    delta = np.arctan((dj * u[-1] - b * j) / (dy * u[-1] - b * y))
    value = b * (np.cos(delta) * j - np.sin(delta) * y)
    slope = np.cos(delta) * dj - np.sin(delta) * dy
    return delta, u * (value * u[-1] + slope) / (u[-1]**2 + 1)


def hankel(l, z, derivative=False):
    return spherical_jn(l, z, derivative) + 1j * spherical_yn(l, z, derivative)


def theta(l, m, x):
    """Normalized polar functions, rows l and columns x."""
    norm = np.sqrt((2 * l + 1) / 2 * np.exp(gammaln(l - m + 1) - gammaln(l + m + 1)))
    return norm[:, None] * lpmv(m, l[:, None], np.asarray(x)[None, :])


@lru_cache(None)
def phases(k):
    return (np.array([radial_wave(l, k, v_absorber, ABS_MESH)[0] for l in range(L_MS + 1)]),
            np.array([radial_wave(l, k, v_well, WELL_MESH)[0] for l in range(L_MS + 1)]))


@lru_cache(None)
def angular_integrals(m):
    l, lam = np.arange(m, L_MS + 1), np.arange(2 * L_MS + 1)
    x, w = leggauss(2 * L_MS + 4)
    th = theta(l, m, x)
    val = np.einsum("aq,bq,cq,q->abc", th, th, lpmv(0, lam[:, None], x[None, :]), w)
    a, b, c = l[:, None, None], l[None, :, None], lam[None, None, :]
    allowed = (c <= a + b) & (c >= abs(a - b)) & ((a + b + c) % 2 == 0)
    return np.where(allowed, val, 0.0)


def propagator(k, m, shift):
    """g for shift = z(receiving site) - z(emitting site)."""
    l, lam = np.arange(m, L_MS + 1), np.arange(2 * L_MS + 1)
    power = np.array([1, 1j, -1, -1j])[
        (l[:, None, None] + lam[None, None, :] - l[None, :, None]) % 4]
    radial = (2 * lam + 1) * hankel(lam, k * abs(shift)) * np.sign(shift)**lam
    return 1j * np.sum(power * angular_integrals(m) * radial, axis=2)


def multiple_scattering(k, m):
    """tau00, chi matrix, single-scattering chi matrix, and t*g."""
    d_abs, d_well = (d[m:] for d in phases(k))
    n = len(d_abs)
    t = np.diag(np.concatenate([np.exp(1j * d) * np.sin(d) for d in (d_abs, d_well, d_well)]))
    g = np.block([[np.zeros((n, n)) if i == j else propagator(k, m, zi - zj)
                   for j, zj in enumerate(POSITIONS)] for i, zi in enumerate(POSITIONS)])
    tau = np.linalg.solve(np.eye(3 * n) - t @ g, t)
    c, e = slice(0, n), slice(n, 3 * n)
    env = np.linalg.solve(np.eye(2 * n) - t[e, e] @ g[e, e], t[e, e])
    sigma_env = g[c, e] @ env @ g[e, c]
    back = sigma_env @ np.linalg.inv(np.eye(n) - t[c, c] @ sigma_env)
    ph = np.exp(1j * d_abs)
    chi = (ph[:, None] * back * ph).imag
    single = (ph[:, None] * (g[c, e] @ t[e, e] @ g[e, c]) * ph).imag
    return tau[c, c], chi, single, t @ g


def neighbour_coupling(r, l, m, depth):
    """Matrix of the neighbour wells between channels about the absorber."""
    out = np.zeros((len(l), len(l)))
    x0, w0 = leggauss(44)
    for z in POSITIONS[1:]:
        dist = abs(z)
        if abs(r - dist) < R_WELL:
            low = (r * r + dist**2 - R_WELL**2) / (2 * r * dist)
            x = low + (1 - low) * (x0 + 1) / 2
            rho2 = r * r + dist**2 - 2 * r * dist * x
            v = -depth * (1 - rho2 / R_WELL**2)**2 * w0 * (1 - low) / 2
            th = theta(l, m, x) * (np.sign(z)**l)[:, None]
            out += (th * v) @ th.T
    return out


def direct_strength(k, m, sources, l_max=L_DIRECT, depth=DEPTH):
    """-Im<D|G|D>/pi from the driven equation; sources = {l: r*D_l(r)}."""
    l = np.arange(m, l_max + 1)
    n, cent = len(l), l * (l + 1) / 2
    b = OUTER_EDGES[-1]
    logder = 1 / b + k * hankel(l, k * b, True) / hankel(l, k * b)
    boundary = np.diag(-0.5 * logder)
    for left, right in zip(OUTER_EDGES[-2::-1], OUTER_EDGES[:0:-1]):
        r, w, stiff = radial_mesh([left, right])
        a = np.kron(stiff / 2, np.eye(n)).astype(complex)
        for i in range(len(r)):
            s = slice(i * n, (i + 1) * n)
            a[s, s] += w[i] * (np.diag(cent / r[i]**2 - k * k / 2)
                               + neighbour_coupling(r[i], l, m, depth))
        a[-n:, -n:] += boundary
        boundary = a[:n, :n] - a[:n, n:] @ np.linalg.solve(a[n:, n:], a[n:, :n])
    r, w, stiff = ABS_MESH
    local = w[:, None] * (cent / r[:, None]**2 + v_absorber(r)[:, None] - k * k / 2)
    a = np.kron(stiff / 2, np.eye(n)).astype(complex) + np.diag(local.ravel())
    a[-n:, -n:] += boundary
    rhs = np.zeros((len(r), n))
    for ll, d in sources.items():
        rhs[:, ll - m] = w * d
    psi = np.linalg.solve(a, -rhs.ravel())
    return -(rhs.ravel() @ psi).imag / np.pi


# Core level and dipole source (angular factor 1/sqrt(3) for an s core)
r_abs, w_abs, _ = ABS_MESH
levels, states = bound_problem(0, ABS_MESH)
e_core, u_core = levels[0], states[:, 0] * np.sign(states[3, 0])
dipole = r_abs * u_core / np.sqrt(3)
box_mesh = without_origin(radial_mesh(np.arange(0.0, 41.0)))
core_shift = abs(bound_problem(0, box_mesh)[0][0] - e_core)
assert core_shift < 1e-4             # the core state fits inside its sphere


def matrix_element(l, k, source):
    return np.sum(w_abs * radial_wave(l, k, v_absorber, ABS_MESH)[1] * source)


# Golden rule: squared elements of box states times their level density
box_e, box_u = bound_problem(1, box_mesh)
padded = np.zeros(len(box_mesh[0]))
padded[:len(dipole)] = dipole
box_error = 0.0
for k_target in (1.5, 2.0, 2.5):
    i = int(np.argmin(abs(box_e - k_target**2 / 2)))
    k_box = np.sqrt(2 * box_e[i])
    counted = np.sum(box_mesh[1] * box_u[:, i] * padded)**2 * 2 / (box_e[i + 1] - box_e[i - 1])
    formula = 2 * k_box / np.pi * matrix_element(1, k_box, dipole)**2
    box_error = max(box_error, abs(counted / formula - 1))
assert box_error < 2e-3              # finite level spacing of the box

# Re-expansion of an outgoing wave, checked at one point
k0, shift0, r0, x0 = 1.5, 3.5, 0.5, 0.3
rho = np.sqrt(r0**2 + shift0**2 + 2 * r0 * shift0 * x0)
wave = 1j * hankel(2, k0 * rho) * theta(np.array([2]), 1, [(r0 * x0 + shift0) / rho])[0, 0]
l_re = np.arange(1, L_MS + 1)
series = np.sum(propagator(k0, 1, shift0)[:, 1] * spherical_jn(l_re, k0 * r0)
                * theta(l_re, 1, [x0])[:, 0])
assert abs(series - wave) < 1e-6 * abs(wave)

# Full cluster: driven equation against Im tau00, both polarizations
comparison, atom_error = [], 0.0
for k in (1.0, 1.5, 2.0, 2.5):
    atom = direct_strength(k, 0, {1: dipole}, 1, 0.0)
    atom_formula = 2 * k / np.pi * matrix_element(1, k, dipole)**2
    atom_error = max(atom_error, abs(atom / atom_formula - 1))
    for m in (0, 1):
        tau, chi, _, _ = multiple_scattering(k, m)
        from_tau = tau[1 - m, 1 - m].imag / np.sin(phases(k)[0][1])**2 - 1
        assert abs(from_tau - chi[1 - m, 1 - m]) < 1e-7
        direct = direct_strength(k, m, {1: dipole}) / atom_formula - 1
        comparison.append((k, m, direct, from_tau))
assert atom_error < 1e-6
chi_error = max(abs(d - f) for _, _, d, f in comparison)
chi_size = max(abs(d) for _, _, d, _ in comparison)
assert chi_error < 5e-4 and chi_error < 0.02 * chi_size   # truncated l sums

# Fine structure of an s core is independent of the core radial function
other = r_abs**2 * (R_ABS - r_abs)
chi_other = (direct_strength(1.5, 0, {1: other})
             / direct_strength(1.5, 0, {1: other}, 1, 0.0) - 1)
chi_core = [d for k, m, d, _ in comparison if k == 1.5 and m == 0][0]
assert abs(chi_other - chi_core) < 1e-6

# Mixed s and d final channels, including the cross term
mixed = {0: r_abs * u_core, 2: r_abs**2 * u_core}
m_mixed = np.array([matrix_element(l, 1.5, d) for l, d in mixed.items()])
tau_mixed = multiple_scattering(1.5, 0)[0][np.ix_([0, 2], [0, 2])]
scaled = m_mixed / np.sin(phases(1.5)[0][[0, 2]])
mixed_formula = 2 * 1.5 / np.pi * scaled @ tau_mixed.imag @ scaled
mixed_direct = direct_strength(1.5, 0, mixed)
assert abs(mixed_formula / mixed_direct - 1) < 1e-3

# Path series where the spectral radius of t*g is below one
radius = {k: max(max(abs(np.linalg.eigvals(multiple_scattering(k, m)[3])))
                 for m in (0, 1)) for k in (1.0, 2.0, 3.0)}
assert radius[3.0] < 1
tau3, _, _, tg3 = multiple_scattering(3.0, 0)
t3 = np.diag(np.concatenate([np.exp(1j * d) * np.sin(d)
                             for d in (phases(3.0)[0], phases(3.0)[1], phases(3.0)[1])]))
term, total = t3.copy(), t3.copy()
for _ in range(300):
    term = tg3 @ term
    total += term
assert abs(total[1, 1] - tau3[1, 1]) < 1e-6


def backscattering(k):
    d, l = phases(k)[1], np.arange(L_MS + 1)
    return np.sum((2 * l + 1) * (-1.0)**l * np.exp(1j * d) * np.sin(d)) / k


def distant_amplitude(k, distance, m):
    d = phases(k)[1][m:]
    t = np.diag(np.exp(1j * d) * np.sin(d))
    s = propagator(k, m, -distance) @ t @ propagator(k, m, distance)
    return s[1 - m, 1 - m] * k * distance**2 * np.exp(-2j * k * distance)


# Plane-wave limit: error falls as 1/distance; polarization factor 3 cos^2
f_test, limit_error = backscattering(2.0), []
for distance in (400.0, 800.0):
    az, ax = (distant_amplitude(2.0, distance, m) for m in (0, 1))
    limit_error.append(abs((az + 2 * ax) / 3 + f_test) / abs(f_test))
assert 0.42 < limit_error[1] / limit_error[0] < 0.58
assert limit_error[1] < 0.1 and abs(az / (-3 * f_test) - 1) < 0.1
assert abs(ax) < 0.05 * abs(az)


def spectrum(k):
    omega = k * k / 2 - e_core
    m1 = np.sqrt(3) * matrix_element(1, k, dipole)
    background = 8 * np.pi / 3 * ALPHA * omega * k * N_CORE * m1**2
    z, x = multiple_scattering(k, 0), multiple_scattering(k, 1)
    chi = (z[1][1, 1] + 2 * x[1][0, 0]) / 3
    single = (z[2][1, 1] + 2 * x[2][0, 0]) / 3
    d1 = phases(k)[0][1]
    plane = -sum((backscattering(k) * np.exp(2j * (k * abs(p) + d1))).imag / (k * p * p)
                 for p in POSITIONS[1:])
    return omega, m1, background, chi, single, plane


print(f"absorber: strength {CHARGE:.1f}, radius {R_ABS:.1f} a0; core electrons {N_CORE}")
print(f"wells: depth {DEPTH:.1f} hartree, radius {R_WELL:.1f} a0")
print(f"well positions on z: {POSITIONS[1]:.1f} and {POSITIONS[2]:.1f} a0")
print(f"core energy = {e_core:.5f} hartree")
print(f"core energy change when sphere wall removed = {core_shift:.1e} hartree")
print("Driven equation against Im tau00 (k in 1/a0; m=0: z, m=1: x)")
for k, m, direct, from_tau in comparison:
    print(f"k={k:.1f} m={m} chi direct={direct:+.6f} from tau={from_tau:+.6f}")
print(f"largest chi difference = {chi_error:.1e}")
print(f"largest relative error, atomic background = {atom_error:.1e}")
print(f"largest relative error, box golden rule = {box_error:.1e}")
print(f"chi at k=1.5, z: core source {chi_core:+.6f}, other source {chi_other:+.6f}")
print(f"s-d strength: direct {mixed_direct:.6f}, formula {mixed_formula:.6f} (a.u.)")
for k, value in radius.items():
    print(f"spectral radius of t*g at k={k:.1f}/a0 = {value:.3f}")
print(f"plane-wave relative error at 400, 800 a0 = {limit_error[0]:.4f}, {limit_error[1]:.4f}")
K_SHOW = 2.0
omega, m1, background, chi, single, plane = spectrum(K_SHOW)
tz, cz, _, _ = multiple_scattering(K_SHOW, 0)
tx, cx, _, _ = multiple_scattering(K_SHOW, 1)
f_show, cross = backscattering(K_SHOW), background * (1 + chi)
print(f"Worked point k = {K_SHOW:.1f}/a0, E = {K_SHOW**2/2:.3f} hartree")
print(f"photon energy = {omega:.5f} hartree")
print(f"absorber p phase shift (mod pi) = {phases(K_SHOW)[0][1]:.5f} rad")
print(f"radial matrix element m1 = {m1:.6f} a0^(5/2)")
print(f"Im t_1 = {np.sin(phases(K_SHOW)[0][1])**2:.6f}")
print(f"Im tau00: z {tz[1,1].imag:.6f}, x {tx[0,0].imag:.6f}")
print(f"chi: z {cz[1,1]:+.6f}, x {cx[0,0]:+.6f}, mean {chi:+.6f}")
print(f"backscattering |f| = {abs(f_show):.5f} a0, phase = {np.angle(f_show):.5f} rad")
print(f"atomic cross section = {background:.6f} a0^2")
print(f"cluster cross section = {cross:.6f} a0^2 = {cross*BOHR**2/1e-22:.4f} Mb")
print(f"absorber density = {DENSITY:.1e} a0^-3")
print(f"absorption coefficient = {DENSITY*cross:.4e} 1/a0"
      f" = {DENSITY*cross/BOHR*1e-6:.5f} 1/micrometre")
print("Orientation mean: k(1/a0) sigma0(a0^2) chi chi_single chi_plane sigma(a0^2)")
for k in np.arange(1.0, 3.01, 0.25):
    _, _, s0, c, c1, cp = spectrum(float(k))
    assert 1 + c > 0
    print(f"{k:.2f} {s0:.6f} {c:+.5f} {c1:+.5f} {cp:+.5f} {s0*(1+c):.6f}")
print("all assertions hold")
```

Output:

```
absorber: strength 6.0, radius 2.0 a0; core electrons 2
wells: depth 8.0 hartree, radius 1.2 a0
well positions on z: 3.5 and -4.0 a0
core energy = -12.37769 hartree
core energy change when sphere wall removed = 1.8e-06 hartree
Driven equation against Im tau00 (k in 1/a0; m=0: z, m=1: x)
k=1.0 m=0 chi direct=+0.232942 from tau=+0.232947
k=1.0 m=1 chi direct=-0.021710 from tau=-0.021711
k=1.5 m=0 chi direct=-0.269451 from tau=-0.269450
k=1.5 m=1 chi direct=+0.011382 from tau=+0.011383
k=2.0 m=0 chi direct=+0.116475 from tau=+0.116474
k=2.0 m=1 chi direct=-0.002438 from tau=-0.002438
k=2.5 m=0 chi direct=-0.009805 from tau=-0.009805
k=2.5 m=1 chi direct=+0.000232 from tau=+0.000232
largest chi difference = 5.0e-06
largest relative error, atomic background = 1.1e-13
largest relative error, box golden rule = 1.9e-05
chi at k=1.5, z: core source -0.269451, other source -0.269451
s-d strength: direct 0.002135, formula 0.002135 (a.u.)
spectral radius of t*g at k=1.0/a0 = 0.662
spectral radius of t*g at k=2.0/a0 = 0.439
spectral radius of t*g at k=3.0/a0 = 0.241
plane-wave relative error at 400, 800 a0 = 0.0062, 0.0031
Worked point k = 2.0/a0, E = 2.000 hartree
photon energy = 14.37769 hartree
absorber p phase shift (mod pi) = -1.12107 rad
radial matrix element m1 = -0.076314 a0^(5/2)
Im t_1 = 0.811021
Im tau00: z 0.905484, x 0.809044
chi: z +0.116474, x -0.002438, mean +0.037200
backscattering |f| = 0.91885 a0, phase = -1.71245 rad
atomic cross section = 0.020476 a0^2
cluster cross section = 0.021238 a0^2 = 0.5947 Mb
absorber density = 1.0e-04 a0^-3
absorption coefficient = 2.1238e-06 1/a0 = 0.04013 1/micrometre
Orientation mean: k(1/a0) sigma0(a0^2) chi chi_single chi_plane sigma(a0^2)
1.00 0.031939 +0.06317 +0.08363 -0.06330 0.033957
1.25 0.026561 +0.07788 +0.05235 +0.15211 0.028630
1.50 0.023684 -0.08223 -0.08018 -0.06266 0.021736
1.75 0.021882 +0.01224 +0.01440 -0.02778 0.022150
2.00 0.020476 +0.03720 +0.02801 +0.03610 0.021238
2.25 0.019090 -0.01961 -0.01336 -0.00345 0.018715
2.50 0.017556 -0.00311 -0.00527 -0.01104 0.017501
2.75 0.015879 +0.00517 +0.00451 +0.00404 0.015961
3.00 0.014162 -0.00077 +0.00007 +0.00192 0.014151
all assertions hold
```
